# Polaron dressing does not narrow every vibronic resonance: test program

```python
# Result under test: one electron on an otherwise empty level, coupled to a
# harmonic mode and to a flat wide band, has the exact propagator
#   G(E) = sum_n exp(-g) g^n/n! / (E - e_rel - n*w + i*Gamma/2),
# so every vibronic line has the full electronic width Gamma (FWHM).
# Narrowing to Gamma*exp(-g) needs closed inelastic decay channels.
# Symbols: w vibrational quantum, g Huang-Rhys factor, e_rel relaxed level,
# e_rel + g*w vertical level, Gamma total width; energies in eV, hbar = 1
# (times in 1/eV). The mode starts in its ground state.
import numpy as np
from math import factorial
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import expm_multiply

w, g, gamma, e_rel = 0.20, 1.2, 0.040, 1.10
gamma_tip = 1.0e-6
temperature = 10.0
hbar_fs = const.hbar / const.e * 1e15
kT = const.k * temperature / const.e
e_vert = e_rel + g * w
coupling = np.sqrt(g) * w
weights = np.array([np.exp(-g) * g**n / factorial(n) for n in range(40)])
gamma_mf = gamma * np.exp(-g)


def boson_matrices(size):
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    return np.diag(np.arange(size)).astype(float), a + a.T


NB = 30
number, xop = boson_matrices(NB)
h_occ = e_vert * np.eye(NB) + w * number + coupling * xop


def series_green(energy, width=gamma):
    energy = np.atleast_1d(energy)
    lines = e_rel + w * np.arange(40)
    return (weights / (energy[:, None] - lines + 0.5j * width)).sum(axis=1)


def matrix_green(energy, self_energy):
    """Column <m|G(E)|0> from inversion in vibrational space."""
    energy = np.atleast_1d(energy)
    channel = energy[:, None] - w * np.arange(NB)
    diag = energy[:, None] - self_energy(channel)
    mats = diag[:, :, None] * np.eye(NB) - h_occ
    start = np.zeros((NB, 1), complex)
    start[0, 0] = 1
    return np.linalg.solve(mats, start)[:, :, 0]


def wide_band(energy):
    return -0.5j * gamma * np.ones_like(energy)


def flat_band(width, bottom, top):
    def self_energy(energy):
        z = energy + 1e-13j
        return width / (2 * np.pi) * (np.log(z - bottom) - np.log(z - top))
    return self_energy


def fwhm(spectrum, centre, span, points=1501):
    e = np.linspace(centre - span, centre + span, points)
    s = spectrum(e)
    p = int(np.argmax(s))
    half = s[p] / 2
    left = np.where(s[:p] < half)[0][-1]
    right = p + np.where(s[p:] < half)[0][0]
    e_left = np.interp(half, [s[left], s[left + 1]], [e[left], e[left + 1]])
    e_right = np.interp(half, [s[right], s[right - 1]],
                        [e[right], e[right - 1]])
    return e_right - e_left


# --- Explicit lead states and vibrations, propagated in time ---------------
def propagate(times, quadratic=0.0, n_lead=400, half_band=10.0, nb=20):
    spacing = 2 * half_band / n_lead
    levels = e_vert - half_band + spacing * (np.arange(n_lead) + 0.5)
    hop = np.sqrt(gamma * spacing / (2 * np.pi))
    h_el = sparse.lil_matrix((n_lead + 1, n_lead + 1))
    h_el.setdiag(np.concatenate(([e_vert], levels)))
    h_el[0, 1:] = hop
    h_el[1:, 0] = hop
    on_level = sparse.csr_matrix(([1.0], ([0], [0])),
                                 shape=(n_lead + 1, n_lead + 1))
    num, x = boson_matrices(nb)
    h = (sparse.kron(h_el, sparse.identity(nb))
         + sparse.kron(sparse.identity(n_lead + 1), w * num)
         + sparse.kron(on_level, coupling * x + quadratic * x @ x)).tocsr()
    psi = np.zeros((n_lead + 1) * nb, complex)
    psi[0] = 1
    now, populations, amplitudes = 0.0, [], []
    for t in times:
        psi = expm_multiply(-1j * (t - now) * h, psi)
        now = t
        populations.append(np.sum(abs(psi[:nb])**2))
        amplitudes.append(psi[0])
    return np.array(populations), np.array(amplitudes)


times = np.array([0.5, 1.0, 2.0]) / gamma
pop, amp = propagate(times)
amp_formula = np.exp(-1j * e_rel * times - gamma * times / 2
                     - g * (1 - np.exp(-1j * w * times)))
# Tolerances cover the finite band (half width 10 eV) of the explicit lead.
assert np.allclose(pop, np.exp(-gamma * times), rtol=0.01)
assert np.max(abs(amp - amp_formula)) < 0.02
assert abs(pop[1] - np.exp(-gamma_mf * times[1])) > 0.2
quadratic = -0.01
pop_soft, _ = propagate(times[1:2], quadratic)
w_soft = w * np.sqrt(1 + 4 * quadratic / w)
assert abs(pop_soft[0] / np.exp(-1.0) - 1) < 0.01

# --- Line series against inversion in vibrational space --------------------
grid = np.linspace(0.5, 2.5, 801)
columns = matrix_green(grid, wide_band)
series_error = np.max(abs(columns[:, 0] - series_green(grid)))
assert series_error < 1e-7


def exact_spectrum(e):
    return -2 * matrix_green(e, wide_band)[:, 0].imag


line_widths = [fwhm(exact_spectrum, e_rel + n * w, 0.09) for n in range(4)]
# Tails of neighbouring lines change the apparent widths by a few per cent.
assert np.allclose(line_widths, gamma, rtol=0.10)

# --- Decay channels closed by a lower band edge ----------------------------
_, states = np.linalg.eigh(h_occ)


def open_fraction(n, bottom, level=e_rel):
    is_open = level + (n - np.arange(NB)) * w > bottom
    return np.sum(states[is_open, n]**2)


gamma_small = 1e-4
edge_rows = []
for n, depth in [(0, 0), (0, 1), (0, 2), (0, 3), (1, 0), (1, 1)]:
    bottom = e_rel - (depth + 0.5) * w
    sigma = flat_band(gamma_small, bottom, e_rel + 20.0)
    width = fwhm(lambda e: -2 * matrix_green(e, sigma)[:, 0].imag,
                 e_rel + n * w, 6 * gamma_small)
    rule = open_fraction(n, bottom)
    # The rule is lowest order in Gamma/w, here 5e-4.
    assert abs(width / gamma_small / rule - 1) < 0.01
    edge_rows.append((n, n + depth + 1, width / gamma_small, rule))
assert abs(edge_rows[0][2] / np.exp(-g) - 1) < 0.01


# --- Wave matching on two semi-infinite lattice leads ----------------------
def lattice_scattering(energy, width_t, width_s, hop=-200.0):
    k = np.arccos((energy - w * np.arange(NB)) / (2 * hop))
    phase = np.diag(np.exp(1j * k))
    v_t = np.sqrt(width_t * abs(hop) / 2)
    v_s = np.sqrt(width_s * abs(hop) / 2)
    one, zero = np.eye(NB), np.zeros((NB, NB))
    system = np.block([
        [energy * one - h_occ, -v_t * phase, -v_s * phase],
        [-v_t * one, hop * one, zero],
        [-v_s * one, zero, hop * one]])
    source = np.zeros(3 * NB, complex)
    source[0] = v_t * np.exp(-1j * k[0])
    source[NB] = -hop
    solution = np.linalg.solve(system, source)
    flux = np.sin(k) / np.sin(k[0])
    reflected = abs(solution[NB:2 * NB])**2 * flux
    transmitted = abs(solution[2 * NB:])**2 * flux
    return reflected.sum(), transmitted.sum(), transmitted[0]


test_t, test_s = 0.01, 0.03
for energy in (e_rel, e_rel + 0.03, e_rel + w, e_rel + 1.5 * w):
    refl, trans, elastic = lattice_scattering(energy, test_t, test_s)
    green = series_green(energy)[0]
    assert abs(refl + trans - 1) < 1e-8
    # Remaining difference: finite band width of the lattice leads.
    assert abs(trans / (test_t * test_s / gamma * -2 * green.imag) - 1) < 0.01
    assert abs(elastic / (test_t * test_s * abs(green)**2) - 1) < 0.01
_, trans0, elastic0 = lattice_scattering(e_rel, test_t, test_s)

# --- Sizes of neglected effects --------------------------------------------
blocked = [1 - open_fraction(n, 0.0) for n in range(4)]
line_energy = e_rel + w * np.arange(40)
tail = np.sum(weights * (0.5 - np.arctan(2 * line_energy / gamma) / np.pi))
band_bottom, band_top = -8.0, 12.0
real_band = flat_band(gamma, band_bottom, band_top)
width_band = fwhm(lambda e: -2 * matrix_green(e, real_band)[:, 0].imag,
                  e_rel, 0.09)
soft_quantum, soft_g = 0.010, 1.0


def soft_spectrum(e):
    return sum(np.exp(-soft_g) * soft_g**k / factorial(k)
               * -2 * series_green(e - k * soft_quantum).imag
               for k in range(15))


width_soft = fwhm(soft_spectrum, e_rel + soft_g * soft_quantum, 0.08)
slope = 0.03
modulation = np.eye(NB) + slope * xop
poles = np.linalg.eigvals(h_occ - 0.5j * gamma * modulation @ modulation)
poles = poles[np.argsort(poles.real)]
width_coord = -2 * poles[:4].imag
vib_life_ps = 1.0
vib_width = hbar_fs / (vib_life_ps * 1000)
drop = 0.10
current = (const.e**2 / const.hbar * gamma_tip
           * (gamma - gamma_tip) / gamma * 1e9)
peak_exact = -2 * series_green(e_rel)[0].imag
peak_mf = -2 * series_green(e_rel, gamma_mf)[0].imag

print(f"Quantum w = {w:.2f} eV, g = {g:.1f}, g*w = {g*w:.2f} eV")
print(f"Relaxed level {e_rel:.2f} eV, vertical level {e_vert:.2f} eV")
print(f"Gamma = {gamma*1e3:.1f} meV, tip part {gamma_tip*1e6:.1f} ueV")
print(f"exp(-g) = {np.exp(-g):.4f}, mean-field width {gamma_mf*1e3:.2f} meV")
print(f"Lifetime: exact {hbar_fs/gamma:.2f} fs, "
      f"mean field {hbar_fs/gamma_mf:.2f} fs")
print("Line n: energy eV, weight, apparent FWHM meV")
for n in range(4):
    print(f"  {n}: {line_energy[n]:.2f}, {weights[n]:.4f}, "
          f"{line_widths[n]*1e3:.2f}")
print("Explicit lead: time fs, population, exp(-Gamma t), mean field")
for t, p in zip(times, pop):
    print(f"  {t*hbar_fs:.2f}, {p:.4f}, {np.exp(-gamma*t):.4f}, "
          f"{np.exp(-gamma_mf*t):.4f}")
print(f"Largest amplitude error, explicit lead: "
      f"{np.max(abs(amp-amp_formula)):.4f}")
print(f"Changed quantum {w_soft:.4f} eV: population {pop_soft[0]:.4f} "
      f"at {times[1]*hbar_fs:.2f} fs")
print(f"Series minus matrix, largest: {series_error:.1e} 1/eV")
print(f"Band-edge test, Gamma = {gamma_small*1e3:.2f} meV")
print("Line n, open channels, width/Gamma exact, channel rule")
for n, channels, width, rule in edge_rows:
    print(f"  {n}, {channels}, {width:.4f}, {rule:.4f}")
print(f"Scattering test: tip {test_t*1e3:.0f} meV, "
      f"substrate {test_s*1e3:.0f} meV")
print(f"  at line 0: total T {trans0:.4f}, elastic T {elastic0:.4f}")
print(f"  elastic share {elastic0/trans0:.4f}")
print(f"A at line 0: exact {peak_exact:.2f}, mean field {peak_mf:.2f} 1/eV")
print(f"Full current step per spin: {current:.4f} nA")
print("Neglected effects (rough inputs):")
print("  Fermi-blocked width fraction, n=0..3: "
      + ", ".join(f"{b:.5f}" for b in blocked))
print(f"  Occupation: Fermi tail {tail:.4f}, tip at most "
      f"{gamma_tip/gamma:.1e}")
print(f"  Band {band_bottom:.0f} to {band_top:.0f} eV: line 0 FWHM "
      f"{width_band*1e3:.2f} meV")
print(f"  Thermal smearing 3.5kT at {temperature:.0f} K: {3.5*kT*1e3:.2f} meV")
print(f"  Thermal smearing 3.5kT at 300 K: "
      f"{3.5*const.k*300/const.e*1e3:.1f} meV")
print(f"  Vibration lifetime {vib_life_ps:.0f} ps: {vib_width*1e3:.2f} "
      "meV per quantum")
print(f"  Soft mode {soft_quantum*1e3:.0f} meV, g {soft_g:.1f}: "
      f"line 0 FWHM {width_soft*1e3:.2f} meV")
print(f"  Tunnelling slope {slope:.2f} per (a+a^dag): widths n=0..3")
print("    " + ", ".join(f"{v*1e3:.2f}" for v in width_coord) + " meV")
print(f"  Voltage drop {drop:.2f} below molecule: Gamma reads "
      f"{gamma/(1-drop)*1e3:.1f} mV")
print("success")
```

Printed output:

```
Quantum w = 0.20 eV, g = 1.2, g*w = 0.24 eV
Relaxed level 1.10 eV, vertical level 1.34 eV
Gamma = 40.0 meV, tip part 1.0 ueV
exp(-g) = 0.3012, mean-field width 12.05 meV
Lifetime: exact 16.46 fs, mean field 54.63 fs
Line n: energy eV, weight, apparent FWHM meV
  0: 1.10, 0.3012, 40.60
  1: 1.30, 0.3614, 40.64
  2: 1.50, 0.2169, 41.04
  3: 1.70, 0.0867, 41.82
Explicit lead: time fs, population, exp(-Gamma t), mean field
  8.23, 0.6077, 0.6065, 0.8602
  16.46, 0.3683, 0.3679, 0.7399
  32.91, 0.1353, 0.1353, 0.5475
Largest amplitude error, explicit lead: 0.0047
Changed quantum 0.1789 eV: population 0.3683 at 16.46 fs
Series minus matrix, largest: 7.2e-14 1/eV
Band-edge test, Gamma = 0.10 meV
Line n, open channels, width/Gamma exact, channel rule
  0, 1, 0.3013, 0.3012
  0, 2, 0.6627, 0.6626
  0, 3, 0.8796, 0.8795
  0, 4, 0.9663, 0.9662
  1, 2, 0.3736, 0.3735
  1, 3, 0.4893, 0.4891
Scattering test: tip 10 meV, substrate 30 meV
  at line 0: total T 0.2290, elastic T 0.0719
  elastic share 0.3139
A at line 0: exact 30.54, mean field 100.13 1/eV
Full current step per spin: 0.2434 nA
Neglected effects (rough inputs):
  Fermi-blocked width fraction, n=0..3: 0.00150, 0.00750, 0.02128, 0.04506
  Occupation: Fermi tail 0.0049, tip at most 2.5e-05
  Band -8 to 12 eV: line 0 FWHM 40.66 meV
  Thermal smearing 3.5kT at 10 K: 3.02 meV
  Thermal smearing 3.5kT at 300 K: 90.5 meV
  Vibration lifetime 1 ps: 0.66 meV per quantum
  Soft mode 10 meV, g 1.0: line 0 FWHM 51.54 meV
  Tunnelling slope 0.03 per (a+a^dag): widths n=0..3
    34.95, 35.02, 35.09, 35.17 meV
  Voltage drop 0.10 below molecule: Gamma reads 44.4 mV
success
```
